Photon Shot Noise and the Trade-off between Resolution, Roughness and Dose

Suppose the dose for lines of 16 nm half-pitch is known, and a calculation must supply the dose for 8 nm. Should it be multiplied by two or by eight? If the image and the blur shrink in proportion to the pattern, a factor of two keeps the edge roughness the same in nanometres, and a factor of eight keeps it the same fraction of the half-pitch. The choice depends on which roughness enters the relation "resolution³ × roughness² × dose = constant".

Let R be the half-pitch, L the rms displacement of an edge point in nanometres, and D the incident dose averaged over the pattern. If the blur volume scales as R³ and the logarithmic image slope as 1/R, the small-noise result is

R³(L/R)²D = R L²D = constant.     (1)

The roughness in the cubic form is therefore the relative one. With L in nanometres, the cubic form needs a different premise, a logarithmic slope that does not change with R:

R³L²D = constant.     (2)

Both statements are derived below in two ways.

**The model**

Each absorbed photon has energy E, and the resist has absorption coefficient α. Attenuation is neglected, both over the range of the blur and down to the depth z of the point considered. It would multiply the density by exp(−αz), about 0.94 at z = 3σ in the worked case below. The mean density of absorbed photons is then

n₀ = αD/E.

Let x be measured from a nominal edge, across equal lines and spaces of period 2R. The local density is

n(x) = n₀[1 + m sin(πx/R)],  0 < m ≤ 1.

Absorptions are independent Poisson events. An absorption at rᵢ adds a chemical response K(r − rᵢ), where

K(r) = (2πσ²)^(−3/2) exp(−r²/2σ²),  ∫K d³r = 1.

The total signal is S(r) = Σᵢ K(r − rᵢ), and the edge lies where S = n₀. Comparing doses therefore means comparing resists whose thresholds are matched to the dose, so that the edge of the mean image stays in place. L refers to one point of the edge at one depth, without averaging along the line, and the film extends several σ around that point. Random chemical yield, the discreteness of molecules and development noise are left out, so L is the photon contribution alone.

**First derivation: noise divided by slope**

Divide space into small cells j of volume Δ. The count Nⱼ in each cell is an independent Poisson number with mean and variance nⱼΔ. Since S = Σⱼ KⱼNⱼ, the means add with weights Kⱼ and the variances with weights Kⱼ². For vanishing cell size,

⟨S⟩ = ∫K n d³r′,  Var S = ∫K² n d³r′.

At x = 0 the sine is odd and K² is even, so the modulation contributes nothing to the variance:

Var S = n₀∫K² d³r = n₀/V,  V = 1/∫K² d³r.

For the Gaussian,

∫K² d³r = (2πσ²)^(−3) ∫exp(−r²/σ²) d³r
= π^(3/2)σ³/(8π³σ⁶)
= 1/(8π^(3/2)σ³),

and therefore

V = 8π^(3/2)σ³.

The mean signal at the edge is n₀, so the relative noise is √(n₀/V)/n₀ = 1/√N, with N = n₀V. The blur volume is thus the volume whose mean photon number sets the noise.

The slope requires the blurred image. Write k = π/R and let G(u) be the normalized one-dimensional Gaussian of width σ. In

∫G(u) sin[k(x − u)] du

the part odd in u vanishes, which leaves I(k) sin(kx) with I(k) = ∫G cos(ku) du. To find I, differentiate with respect to k, use uG = −σ²G′, and integrate by parts:

dI/dk = −∫uG sin(ku) du = σ²∫G′ sin(ku) du = −σ²k I.

Since I(0) = 1, the solution is I = exp(−σ²k²/2). The blurred image is

⟨S⟩ = n₀[1 + m_b sin(πx/R)],  m_b = m exp(−π²σ²/2R²),

and its logarithmic slope at the edge is

g = ⟨S⟩′/⟨S⟩ = πm_b/R.

Now let δS be the signal fluctuation at x = 0. To first order, the displaced edge δx satisfies

n₀ + n₀g δx + δS = n₀,

so δx = −δS/(n₀g). A positive fluctuation moves this rising edge towards negative x, where the mean signal is lower. Squaring and averaging gives

L² = (n₀/V)/(n₀²g²) = 1/(n₀Vg²).     (3)

This step drops the fluctuation of the slope, δS′. Its variance follows from the same cell sum with K replaced by ∂K/∂x = −xK/σ². Since K² is a Gaussian whose variance along x is σ²/2,

Var S′ = n₀∫x²K²/σ⁴ d³r = n₀/(2σ²V).

Relative to the mean slope n₀g, the rms slope fluctuation is

√[n₀/(2σ²V)]/(n₀g) = L/(√2 σ).

Dropping it is therefore justified when L is small compared with √2 σ. The step also replaces sin(πx/R) by πx/R, which requires L to be small compared with R/π.

The scaling laws follow by inserting V = vR³ and g = s/R^p, with v and s fixed:

L² = R^(2p)/(n₀vs²R³), or n₀R^(3−2p)L² = 1/(vs²).

For p = 1 this is (1), and for p = 0 it is (2), because n₀ is proportional to D. The slope enters squared, so a slope that steepens as 1/R removes two of the three powers of R supplied by the blur volume.

For σ = βR with β and m fixed, m_b = m exp(−π²β²/2) is fixed as well, and (3) gives the constant:

n₀RL² = R/(8π^(3/2)β³R³ · π²m_b²/R²) = 1/(8π^(7/2)β³m_b²).     (4)

Multiplication by E/α turns the left side into D R L². The constant depends on the resist and on the image. With m held fixed, its dependence on blur is 1/[β³exp(−π²β²)]. The logarithm of the bracket is stationary when 3/β = 2π²β, so the constant is smallest at β = √(3/2)/π ≈ 0.39. Less blur averages over fewer photons, and more blur costs too much slope.

**Second derivation: similarity and superposition**

This route evaluates no blur integral. Measure all lengths in units of R, with r = Rρ and ξ = x/R. The mean number of absorptions in d³ρ is

ν[1 + m sin(πξ)]d³ρ,  ν = n₀R³.

With σ = βR the response becomes K(r) = R^(−3)κ(ρ), where κ is the normalized Gaussian of width β. The signal divided by its threshold is

s(ρ) = S/n₀ = (1/ν) Σᵢ κ(ρ − ρᵢ),

and the edge condition is s = 1. R no longer appears separately. If the rule that selects a crossing introduces no further length, the statistics of the edge in units of R depend on three numbers alone:

L/R = F(ν, m, β).     (5)

No small-noise approximation has been made. Halving R and multiplying the dose by eight leaves ν, and hence L/R, unchanged.

To find how F depends on ν, combine M independent exposures, each of reduced density ν. Their union is a Poisson process of density Mν, and its normalized signal is the average of the M separate signals:

s_M = (1/M)(s₁ + s₂ + … + s_M).

The mean is unchanged and the variance is divided by M. The product ν Var s is thus the same at ν and at Mν for every integer M. Two densities in a rational ratio are both integer multiples of a common density, so the product agrees for them too, and by continuity for all densities. At the edge,

Var s = A/ν.

A does not depend on m. To see this, superpose a pattern of modulation +m and an independent one of modulation −m, each of mean density ν. Their union is uniform with density 2ν. Reflection in the plane ξ = 0 exchanges the two patterns and leaves the response unchanged, so both contribute equally to the variance of Σκ at the edge. Each contributes half of what a uniform density 2ν gives, which is what a uniform density ν gives. Hence A = A(β).

The mean slope is proportional to m, because blurring is linear and the uniform part of the exposure has no slope. Write ds̄/dξ = B(β)m, where s̄ is the mean of s. For small noise the displacement in units of R is −δs/(Bm), so

(L/R)² = A/(νB²m²) = C(β)/(m²n₀R³),  C = A/B².     (6)

At fixed m and β this is (1). The logarithmic slope in nm⁻¹ is g = Bm/R. Holding g fixed requires m ∝ R, and (6) then gives (L/R)² ∝ 1/(n₀R⁵), so L² ∝ 1/(n₀R³), which is (2). The first derivation supplies the functions left open here: A = 1/(8π^(3/2)β³) and B = π exp(−π²β²/2). Inserting them in (6) reproduces (4).

**A worked case**

Take a model resist with α = 0.005 nm⁻¹, β = 0.25 and m = 0.8, exposed at 13.5 nm wavelength with R = 16 nm and D = 60 mJ/cm². The photon energy is 1.4714 × 10⁻¹⁷ J, or 91.84 eV. Since 1 mJ/cm² is 10⁻¹⁷ J/nm²,

D/E = 60 × 10⁻¹⁷/(1.4714 × 10⁻¹⁷) = 40.78 nm⁻²,
n₀ = 0.005 × 40.78 = 0.2039 nm⁻³.

The blur width is σ = 4 nm and V = 2851 nm³, so

N = 0.2039 × 2851 ≈ 581,  1/√N = 0.0415.

Blur reduces the modulation from 0.8 to 0.588, and

g = π × 0.588/16 = 0.115 nm⁻¹,
L = 0.0415/0.115 ≈ 0.36 nm,  3L ≈ 1.08 nm.

The product in (1) is D R L² = 124 (mJ/cm²) nm³. The ratio L/(√2 σ) is 0.36/5.66 ≈ 0.06 and πL/R is about 0.07, so the linear treatment is reasonable here.

The formula was tested against simulated exposures in which random absorptions are summed and the threshold crossing is found by interpolating the random signal on a grid of spacing σ/8, without the linearized edge shift used in (3). At fixed modulation and 60 mJ/cm², the simulated D R L² is 129.6, 127.3 and 125.2 (mJ/cm²) nm³ for R = 12, 16 and 20 nm. Over the same range D R³L² rises from about 18,700 to 50,100 (mJ/cm²) nm⁵, a factor of 2.7. Equation (1) predicts (20/12)² = 2.8 for this rise.

When g is held at 0.1 nm⁻¹, the roles change. D R³L² stays between about 42,200 and 45,100 (mJ/cm²) nm⁵, while D R L² falls from 313 to 107 (mJ/cm²) nm³. The fitted exponents of L² in R are −1.07 and −3.10 for the two families, against −1 and −3.

With 3000 exposures per case and nearly Gaussian displacements, the standard sampling error of L² is about √(2/3000) = 2.6 percent of its value. The corresponding error of each exponent is about 0.0258√2/ln(20/12) = 0.07, so both departures lie within 1.5 sampling errors. Part of each is nevertheless systematic: the nonlinear corrections discussed next are larger at small R and move the exponents over this range to about −1.02 and −3.06. The largest excess of L² over (3), about 7 percent, occurs at R = 12 nm with fixed slope, where πL/R is also largest, about 0.17. Away from the edge the sine is flatter than its tangent, so a given signal fluctuation moves the crossing further, by the fraction (πδx/R)²/6 to leading order. For Gaussian displacements, with ⟨δx⁴⟩ = 3L⁴, this raises L² by the fraction (πL/R)², about 3 percent here. Other corrections, among them the change of the noise variance across the edge and the skewness of the Poisson noise, bring the total to about 3.3 percent. The remainder is within two sampling errors.

For R = 8 nm at unchanged modulation, the simulation also answers the opening question. At 480 mJ/cm², L/R is 0.0227, against 0.0228 at the reference. At 120 mJ/cm², L is 0.362 nm, against 0.364 nm. The full set of values is in the numerical output.

If the logarithmic slope were fixed instead, (2) would give D ∝ 1/(R³L²). Halving R would then take eight times the dose to keep L in nanometres, and 8 × 4 = 32 times the dose to keep L/R, because L must also be halved.

**What each derivation assumes**

Both derivations use independent absorptions, a response that adds linearly, a threshold matched to the dose and a blur width proportional to R. They differ in what else they need and in what they deliver.

The first needs small noise from the outset and an explicit blur function. In return it gives the size of L, the conditions L ≪ √2 σ and L ≪ R/π, and the result for any dependence of V and g on R. Equation (3) does not itself require the blur to scale with the pattern. If σ stays fixed while R shrinks at constant m, then V is constant and

L² = R² exp(π²σ²/R²)/(n₀Vπ²m²).

Setting the derivative with respect to R to zero shows that L is smallest at R = πσ. Below that half-pitch L grows, and it does so rapidly as R approaches σ, because the blur erases the image. Neither (1) nor (2) holds for such a family, and the linear formula itself fails once L is no longer small compared with R/π, which is the tighter of its two limits when R < √2 πσ.

The second derivation needs complete geometric similarity, but it needs small noise only after (5). The equal-L/R rule, eight times the dose for half the half-pitch, therefore survives in this model when the edge shift is nonlinear. The twofold rule for equal L does not have that protection, since it uses the inverse square root in (6). The Gaussian shape is not essential either: any response that is symmetric about the edge plane and scales with R gives the same powers, with different A and B.

Film thickness shows how similarity can fail. Suppose the response spreads evenly through a film of thickness T and remains Gaussian in the film plane. Then K is the two-dimensional Gaussian divided by T, and

∫K² d³r = T · (1/T²) · πσ²/(2πσ²)² = 1/(4πσ²T),

so V = 4πσ²T. With σ = βR and g = πm_b/R, equation (3) becomes

L² = 1/(4π³β²m_b²n₀T).

R has dropped out: at fixed T, the constant product is L²D. The second derivation locates the reason. T is an additional length, so F in (5) acquires the further argument T/R, and similarity returns only if the film is thinned in proportion to R. In that case L² ∝ 1/(n₀R), which is (1) again.

The fixed-slope family has a limit of its own. It requires m = gR/[π exp(−π²β²/2)], and m cannot exceed 1. In the worked case the blur factor is 0.588/0.8 = 0.735, so a slope of 0.1 nm⁻¹ can be held only up to R = π × 0.735/0.1 ≈ 23 nm. Beyond that half-pitch a sinusoidal image cannot supply the slope, and (2) no longer describes an available set of exposures.

Computed results

```
WORKED EXAMPLE
wavelength = 13.5 nm
photon energy = 91.84 eV = 1.4714e-17 J
half-pitch R = 16.0 nm, dose D = 60.0 mJ/cm^2
absorption coefficient = 0.0050 nm^-1
beta = 0.25, blur width sigma = 4.00 nm
incident photons = 40.776 nm^-2
absorbed photon density n0 = 0.20388 nm^-3
blur volume: formula 2850.98 nm^3, quadrature 2850.98 nm^3
mean photons in blur volume N = 581.26
relative signal noise = 4.148 percent
modulation before blur = 0.800, after blur = 0.5877
log-slope g: formula 0.11539 nm^-1, numerical 0.11539 nm^-1
rms roughness L, formula = 0.3595 nm, 3L = 1.078 nm
rms roughness L, simulation = 0.3642 nm
relative roughness L/R, formula = 0.02247
constant n0*R*L^2 = 0.4215 (dimensionless)
constant D*R*L^2 = 124.04 (mJ/cm^2) nm^3
FIXED MODULATION (log-slope proportional to 1/R), D = 60 mJ/cm^2, simulated products
R=12 nm: m=0.800, g=0.1539 nm^-1, L formula=0.4151 nm, L sim=0.4243 nm
  D*R*L^2=129.6 (mJ/cm^2) nm^3, D*R^3*L^2=18662 (mJ/cm^2) nm^5, variance sim/formula=1.023
R=16 nm: m=0.800, g=0.1154 nm^-1, L formula=0.3595 nm, L sim=0.3642 nm
  D*R*L^2=127.3 (mJ/cm^2) nm^3, D*R^3*L^2=32593 (mJ/cm^2) nm^5, variance sim/formula=1.016
R=20 nm: m=0.800, g=0.0923 nm^-1, L formula=0.3215 nm, L sim=0.3230 nm
  D*R*L^2=125.2 (mJ/cm^2) nm^3, D*R^3*L^2=50071 (mJ/cm^2) nm^5, variance sim/formula=1.005
simulated exponent of L^2 in R = -1.068
FIXED LOG-SLOPE, D = 60 mJ/cm^2, simulated products
R=12 nm: m=0.520, g=0.1000 nm^-1, L formula=0.6386 nm, L sim=0.6593 nm
  D*R*L^2=313.0 (mJ/cm^2) nm^3, D*R^3*L^2=45066 (mJ/cm^2) nm^5, variance sim/formula=1.018
R=16 nm: m=0.693, g=0.1000 nm^-1, L formula=0.4148 nm, L sim=0.4145 nm
  D*R*L^2=164.9 (mJ/cm^2) nm^3, D*R^3*L^2=42222 (mJ/cm^2) nm^5, variance sim/formula=0.993
R=20 nm: m=0.867, g=0.1000 nm^-1, L formula=0.2968 nm, L sim=0.2993 nm
  D*R*L^2=107.5 (mJ/cm^2) nm^3, D*R^3*L^2=42989 (mJ/cm^2) nm^5, variance sim/formula=1.016
simulated exponent of L^2 in R = -3.099
DOSE DEPENDENCE at the reference half-pitch
L sim at 30 mJ/cm^2 = 0.5103 nm, at 120 mJ/cm^2 = 0.2528 nm
simulated exponent of L^2 in D = -1.013
HALVED HALF-PITCH, R = 8 nm, same modulation
D = 480 mJ/cm^2: L sim = 0.1817 nm, L/R = 0.02271 (reference sim 0.02276)
D = 120 mJ/cm^2: L sim = 0.3618 nm (reference sim 0.3642 nm)
simulated exposures per case = 3000
```
